# Total-energy distribution of field-emitted electrons at zero temperature, part 2

A cold metal emits electrons through a barrier $V(x)$ thinned by a strong field. We want the full width at half maximum $\Delta E$ of the current density per unit total energy, $j(E)$; the total current density is $J$.

Energies are measured from the band bottom, $E_F$ is the Fermi energy, and the temperature is zero until stated otherwise. The elementary charge $e$ is positive, and $m$ is the free-electron mass. An electron with wave vector $\mathbf k_\parallel$ along the surface has the normal energy
$$W=E-\frac{\hbar^2k_\parallel^2}{2m}.$$
The difference $E-W$ is its parallel energy. The transmission $D(W)$ depends only on $W$, with $D_F=D(E_F)$. Part 1 defined the decay energy $d$ by
$$\frac1d=\left.\frac{d\ln D}{dW}\right|_{W=E_F}.$$

For a free-electron band, $j(E)=S\int_0^ED\,dW$ below $E_F$, with the supply constant $S=em/2\pi^2\hbar^3$. With linear $\ln D$ (the linear-exponent approximation) and a deep band, $E_F\gg d$,
$$j(E)=SdD_Fe^{(E-E_F)/d},\qquad \Delta E=d\ln2,\qquad J=Sd^2D_F .$$
For exponential $D$ and finite band depth,
$$\Delta E=d\left[\ln2-\ln\left(1+e^{-E_F/d}\right)\right].$$
Part 1 also found the width of the normal-energy distribution, $2.446d$, and tested the supply factor by counting plane waves, for band masses $m_b=m$ and $m_b=0.6m$.

In the leading semiclassical (WKB) approximation, $D=e^{-G}$ with
$$G(W)=2\int_{x_1}^{x_2}\kappa\,dx,\qquad \kappa=\frac{\sqrt{2m(V-W)}}{\hbar},$$
where $x_1$ and $x_2$ bound the forbidden region. This gives
$$\frac1d=-\frac{dG}{dW}=\frac{2}{\hbar}\int_{x_1}^{x_2}\frac{m}{\hbar\kappa}\,dx=\frac{2\tau}{\hbar},
\qquad d=\frac{\hbar}{2\tau},$$
where $\tau$ is the semiclassical traversal time at $W=E_F$.

The example has work function $\phi=4.5$ eV, surface field $F=4$ V/nm and $E_F=10$ eV, so the force is $eF=4$ eV/nm. We write $A=\hbar^2/2m=0.03810$ eV nm². It remains to find $d$ for specific barriers and to test the assumptions.

### First barrier: a triangle

Without the image force, $V-W=h-eFx$ for $x>0$, with $h=E_F+\phi-W$. The outer turning point is $h/eF$, and the exponent is
$$G=\frac{2}{\sqrt A}\int_0^{h/eF}\sqrt{h-eFx}\,dx=\frac{4h^{3/2}}{3\sqrt A\,eF}.$$
Since $dh/dW=-1$, the decay energy follows from the derivative at $h=\phi$:
$$\frac1d=\frac{2\sqrt\phi}{\sqrt A\,eF},\qquad
d=\frac{\sqrt A\,eF}{2\sqrt\phi}=\frac{\hbar eF}{2\sqrt{2m\phi}} .$$

A stronger field or a lower work function broadens the spectrum. For the example, $\sqrt A=0.1952$ eV$^{1/2}$ nm and $\sqrt\phi=2.1213$ eV$^{1/2}$, so
$$d=\frac{0.1952\times4}{2\times2.1213}=0.1840\ \text{eV},\qquad d\ln2=0.1276\ \text{eV}.$$
The exponent at $E_F$ is $G=2\phi/3d=16.30$.

### Second barrier: the image force

An electron outside a flat perfect conductor is attracted by its image. The barrier becomes
$$V-E_F=\phi-eFx-\frac Cx,\qquad C=\frac{e^2}{16\pi\varepsilon_0}=0.3600\ \text{eV nm}.$$
Multiplying $V-E_F=0$ by $x$ gives a quadratic equation with the roots
$$x_{1,2}=\frac{\phi\mp\sqrt{\phi^2-4eFC}}{2eF}.$$
Here the square root is $\sqrt{20.25-5.76}=3.807$ eV, so $x_1=0.087$ nm and $x_2=1.038$ nm. The sum $eFx+C/x$ is smallest at $x=\sqrt{C/eF}$, where it equals $2\sqrt{eFC}$. The barrier top therefore lies $4.5-2.4=2.1$ eV above $E_F$, about $12d$, and emission at the Fermi energy is still deep tunnelling.

Factorizing the quadratic gives $V-E_F=eF(x-x_1)(x_2-x)/x$. To remove the divergences at the ends, set $x=\bar x-r\cos\theta$, with $\bar x=(x_1+x_2)/2$ and $r=(x_2-x_1)/2$. Then $(x-x_1)(x_2-x)=r^2\sin^2\theta$ and $dx=r\sin\theta\,d\theta$, so the sines cancel:
$$\frac1d=\frac1{\sqrt A}\int_{x_1}^{x_2}\frac{dx}{\sqrt{V-E_F}}
=\frac1{\sqrt{A\,eF}}\int_0^\pi\sqrt{\bar x-r\cos\theta}\;d\theta .$$

For $C\to0$ one has $x_1=0$ and $\bar x=r=\phi/2eF$. The integrand is then $\sqrt{2r}\sin(\theta/2)$, its integral is $2\sqrt{2r}=2\sqrt{\phi/eF}$, and the triangular $d$ returns.

For the example, the integral is 2.223 nm$^{1/2}$ and $\sqrt{A\,eF}=0.3904$ eV nm$^{1/2}$. Hence
$$d=\frac{0.3904}{2.223}=0.1756\ \text{eV},\qquad \Delta E=d\ln2=0.1217\ \text{eV}=1.95\times10^{-20}\ \text{J}.$$
The corresponding time is $\tau=1.87$ fs. As a test of both barriers, a central difference of $G$ with an energy step of 0.01 eV agrees with the traversal integral to better than one part in $10^5$.

The image force acts very differently on the current and on the width. It lowers $G$ from 16.30 to 10.66, which raises the WKB transmission by $e^{5.64}\approx280$. It lowers $d$ by only 4.6 %. The path is shorter, which reduces $\tau$, but $\kappa$ is smaller, which increases it. In this example the second effect wins by a little.

### Which parallel momenta matter

The condition on the band can now be given a size. A parallel energy equal to $d$ corresponds to $k_\parallel=\sqrt{d/A}=\sqrt{0.1756/0.0381}=2.1$ nm⁻¹. The model Fermi wave vector is $\sqrt{10/0.0381}=16.2$ nm⁻¹. Emission thus draws mainly on a small patch of the Fermi surface around the normal direction. With the exponential transmission, the relative change of width due to the finite band depth is $-2.7\times10^{-25}$, which is negligible.

### Curvature of the exponent

The logarithm of $D$ is not strictly linear. For the triangular barrier, put $u=E_F-W$, so that $h=\phi+u$. Expanding to second order,
$$(\phi+u)^{3/2}=\phi^{3/2}\left(1+\frac{3u}{2\phi}+\frac{3u^2}{8\phi^2}+\dots\right).$$
The prefactor of the bracket in $G$ is $2\phi/3d$, so
$$G(W)-G(E_F)=\frac ud+\frac{u^2}{4\phi d}+\dots=s+\epsilon s^2+\dots,\qquad s=\frac ud,\quad \epsilon=\frac d{4\phi}.$$

Deep states are suppressed slightly more than the linear law says. For a deep band, $j$ at depth $s$ is proportional to
$$\int_s^\infty e^{-t}(1-\epsilon t^2)\,dt=e^{-s}\left[1-\epsilon(s^2+2s+2)\right]$$
to first order in $\epsilon$. Dividing by the value at $s=0$, which is $1-2\epsilon$, and keeping first order gives the half-maximum condition
$$e^{-s}\left[1-\epsilon(s^2+2s)\right]=\tfrac12 .$$
Taking logarithms and putting $s=\ln2$ in the small term yields
$$\Delta E=d\left[\ln2-\frac d{4\phi}\left(\ln^22+2\ln2\right)\right].$$

With $\epsilon=0.1840/18=0.01022$ and $\ln^22+2\ln2=1.867$, the bracket is $0.693-0.019=0.674$. Within WKB, the width becomes 0.1240 eV. The full WKB exponent gives 0.1243 eV, compared with 0.1276 eV from the linear law. The correction vanishes for $d\ll\phi$, as it should.

### Solving the wave equation

For the image barrier, the full WKB exponent gives a width of 0.1191 eV, 2.1 % below $d\ln2$. WKB in this form also drops every factor in front of $e^{-G}$. These can be restored by solving
$$\psi''=\frac{V-W}{A}\,\psi .$$
The model potential is flat inside the metal and joins the image potential where the latter reaches the band bottom. The solution starts as an outgoing wave far outside and is integrated inward. Inside, $\psi=ae^{iqx}+be^{-iqx}$ with $q=\sqrt{W/A}$. Taking the joining point as the origin, $\psi=a+b$ and $\psi'/iq=a-b$, so $a=\tfrac12(\psi+\psi'/iq)$. The ratio of transmitted to incident flux is
$$D=\frac{\operatorname{Im}(\psi^*\psi')}{q|a|^2},$$
where the numerator has the same value at every $x$ for real $V$ and $W$. For the triangular barrier, at energies 1.0, 0.3 and 0 eV below $E_F$, this procedure agrees with the Airy-function solution to a relative error of $3.0\times10^{-6}$.

For the image barrier, $D_F=2.03\times10^{-5}$, compared with $2.35\times10^{-5}$ from WKB. The width is 0.1238 eV, which is 1.8 % above $d\ln2$ with the WKB value of $d$. The deviation has the opposite sign to the curvature effect. The factor $P=D/e^{-G}$ must therefore fall with energy somewhere in the range that matters. If $P$ never decreased, it would give the upper energies at least their previous share of the integral of $D$, and the spectrum could not become wider. In the model $P$ drops from 1.07 at 1 eV below $E_F$ to 0.86 at $E_F$. The calculation does not isolate the origin of this fall. The value of $D_F$ depends on the model band depth: it runs from $3.1\times10^{-5}$ for $E_F=4$ eV to $1.7\times10^{-5}$ for $E_F=15$ eV, while the width stays between 0.1234 and 0.1242 eV.

The 1.8 % combines two errors: that of the WKB value of $d$ and that of the linear exponent. The slope of the solved $\ln D$ at $E_F$, which is the definition of Part 1, gives $d=0.1833$ eV. The width lies 2.5 % below $d\ln2$ for this $d$, and this is the error of the linear-exponent approximation itself. At half the field, with $\phi$ and $E_F$ held fixed, the deviation is $+0.7$ % with the WKB $d$ and $-1.3$ % with the $d$ of the solved transmission. In these two cases the simple law improves as $d$ decreases.

The current density follows from $S=1.618\times10^{10}$ A cm⁻² eV⁻²:
$$J=Sd^2D_F=1.618\times10^{10}\times(0.1756)^2\times2.03\times10^{-5}\approx1.01\times10^4\ \text{A/cm}^2 .$$
This value pairs the WKB $d$ with the solved $D_F$; with $d=0.1833$ eV from the solved transmission the same law gives $1.10\times10^4$ A/cm². Integrating the spectrum obtained from the wave equation gives $1.04\times10^4$ A/cm², between the two.

### Temperature

The largest correction computed here is thermal. Occupation depends on total energy, so the Fermi function comes outside the integral over $W$. With $y=(E-E_F)/k_BT$ and $p=k_BT/d$,
$$j_T(E)\propto\frac{e^{py}}{1+e^y}.$$
This assumes that the exponential law also holds over the occupied range above $E_F$. The expression decreases at high energy when $p<1$.

Setting the derivative of its logarithm to zero gives $p=e^y/(1+e^y)$, hence $e^y=p/(1-p)$. The peak lies at
$$E-E_F=k_BT\ln\frac p{1-p}.$$
There $1+e^y=1/(1-p)$, so the height relative to the zero-temperature edge is
$$H=\left(\frac p{1-p}\right)^p(1-p)=p^p(1-p)^{1-p}.$$

For small $p$, $\ln H\approx-p[1+\ln(1/p)]$. On the low-energy side the Fermi function is nearly 1, so half maximum lies where $e^{(E-E_F)/d}=H/2$. On the high-energy side it lies close to $y=0$, with a shift that contributes to the width only at higher order. Hence
$$\Delta E\approx d\left[\ln2+p\left(1+\ln\frac1p\right)\right].$$
The logarithm makes the sharp edge fragile: even a small $p$ lowers the peak noticeably, and the half-maximum level drops with it.

With the image-barrier value of $d$, the width is already 10 % above $d\ln2$ at 26 K. There $p=0.0128$, and the estimate gives an increase of $0.0128\times5.36/0.693=9.9$ %. At 77 K the computed width is 0.152 eV. At 300 K, $p=0.147$, the peak lies 0.045 eV below $E_F$ with $H=0.66$, and the width is 0.218 eV, or 1.79 times the zero-temperature result. The small-$p$ estimate gives 0.150 eV at 77 K and 0.197 eV at 300 K, where it is 10 % low. These widths use the pure exponential law; the transmission from the wave equation gives 0.154 and 0.220 eV.

### Beside a real emitter

The parameters are roughly those of a tungsten cold field emitter: a work function near 4.5 eV, a field of a few V/nm and a tip radius of order 100 nm. The Fermi energy is a model choice, since the bands of tungsten are not those of a free-electron gas. For such a tip at room temperature, the assumption that fails most clearly among those sized here is zero temperature, which moves the width from 0.12 to 0.22 eV. Measured spreads of cold field-emission sources are of the order of a few tenths of an eV. Interactions between electrons in the beam, instrumental resolution and real band structure are absent from the model, and their shares are not computed here. The model also uses the classical image potential at less than 0.1 nm from the surface, where it is not reliable for a real metal.

For a tip of this radius, curvature matters much less for the width. Outside a sphere of radius $R$ the field falls as $R^2/(R+x)^2$, so the potential drop is $v=eFRx/(R+x)$. Solving for $x$ and differentiating gives
$$\frac{dx}{dv}=\frac{eFR^2}{(eFR-v)^2}\approx\frac1{eF}\left(1+\frac{2v}{eFR}\right).$$
Without the image force, $1/d$ is proportional to $\int_0^\phi(dx/dv)\,dv/\sqrt{\phi-v}$. The two integrals needed are $\int_0^\phi dv/\sqrt{\phi-v}=2\sqrt\phi$ and $\int_0^\phi v\,dv/\sqrt{\phi-v}=\tfrac43\phi^{3/2}$. Hence $1/d$ increases by the fraction $4\phi/3eFR$. For $R=100$ nm and the same surface field this is $18/1200=1.5$ %, and the full integral gives a change in $d$ of $-1.5$ %. The current is more sensitive: with the image force of the sphere included, the WKB transmission at $E_F$ falls by 13 % at this radius. For sharper tips the width is affected too: $d$ falls by 7 % at $R=20$ nm and by 28 % at $R=5$ nm.

For design, the triangular law says that $d$ scales as $F/\sqrt\phi$. In that law, at fixed work function, a lower field narrows the zero-temperature spectrum in proportion, but the current falls much faster because $G$ varies as $1/F$. At fixed temperature, $p$ also grows as $d$ shrinks, so the width no longer falls in proportion to the field. The law $\Delta E=d\ln2$ is a guide to the energy spread at emission, before beam interactions and instrumental resolution add to it, when three conditions hold. The temperature is low, with $k_BT\ll d$ and $k_BT[1+\ln(d/k_BT)]\ll d\ln2$. The barrier top lies many $d$ above $E_F$, and the transmission has no sharp resonance. The supplied range of parallel energies, up to several $d$, does not change with $E$ over the few $d$ below $E_F$. The numerical output below lists the values for this example.

## Calculated quantities

```
work function                         4.50 eV
surface field                         4.00 V/nm
model Fermi energy                    10.00 eV
tip radius                            100 nm
hbar^2/2m                             0.038100 eV nm^2
image strength e^2/(16 pi eps0)       0.35999 eV nm
image barrier inner turning point     0.0867 nm
image barrier outer turning point     1.0383 nm
barrier top above Fermi energy        2.100 eV
d, triangular barrier                 0.18403 eV
d ln 2, triangular barrier            0.12756 eV
d, image barrier                      0.17559 eV
d ln 2, image barrier (main result)   0.12171 eV
main result converted                 121.7 meV
traversal time tau, image barrier     1.874 fs
WKB exponent, triangular barrier      16.302
WKB exponent, image barrier           10.658
WKB transmission, image barrier       2.351e-05
solved transmission, image barrier    2.028e-05
supply constant                       1.6183e+10 A/cm2/eV2
J from compact law, solved D_F        1.012e+04 A/cm2
J from full solved distribution       1.043e+04 A/cm2
triangular width, full WKB            0.12433 eV
triangular width, first correction    0.12405 eV
image width, full WKB                 0.11911 eV
image width, solved wave equation     0.12385 eV
its deviation from d ln 2             1.76 %
same deviation at half the field      0.70 %
finite-band relative width change     -2.7e-25
shallow-band width, E_F = 3d          0.64456 d
tip-curvature change of d (no image)  -1.50 %
kT/d at 300 K                         0.1472
width at 300 K                        0.21837 eV
width at 300 K over d ln 2            1.794
peak position at 300 K from E_F       -0.04541 eV
peak height at 300 K over T=0 edge    0.6584
width at 77 K                         0.15208 eV
temperature for 10 % broadening       25.7 K
normal-energy distribution width      2.4464 d
plane-wave count error, m_b = m       9.1e-05
plane-wave count error, m_b = 0.6 m   1.3e-04
normal-energy count error             5.5e-05
wave solver error against Airy        3.0e-06
```
